# Eliminating Massless Shells in the Rock-Salt Shell Model

## Definitions and conventions

Ion $\kappa$ of a rock-salt crystal ($\kappa=1$ cation, $\kappa=2$ anion) consists of a core with charge $X_\kappa e$ and a shell with charge $Y_\kappa e$. Its total charge number is $Z_\kappa=X_\kappa+Y_\kappa$, with $Z_1=-Z_2=Z$. The core carries the whole mass $M_\kappa$; the shell is massless. The core displacement is $u_\kappa$, the shell displacement is $s_\kappa$, and $w_\kappa=s_\kappa-u_\kappa$ is the displacement of the shell relative to its core.

The model contains three interactions:

- An isotropic spring of constant $k_\kappa$ joins a shell to its own core. These two have no other mutual interaction.
- Cores and shells of different ions interact as point charges, with Coulomb constant $c=e^2/4\pi\varepsilon_0$.
- Shells of nearest neighbours, at distance $r_0$, repel through a central potential $\varphi(r)$.

The primitive cell has volume $v=2r_0^3$. Lattice waves are written $u_\kappa e^{i\mathbf q\cdot\mathbf x}$, with $\mathbf x$ the equilibrium position of the ion itself, not of its cell. Every ion is an inversion centre, so with this phase all matrices below are real, and the short-range matrix $R$ and the Coulomb matrix $C$ are symmetric. Without inversion centres the matrices are complex and the transposes become Hermitian conjugates. Without cubic site symmetry the Coulomb self-terms discussed below need not vanish, and the formulas of this text then need additional terms.

The symbols $Z$, $Y$, $K$ and $M$ also denote $6\times6$ diagonal matrices that repeat $Z_\kappa$, $Y_\kappa$, $k_\kappa$ and $M_\kappa$ for the three Cartesian directions.

## Harmonic energy

**Coulomb part.** For two point charges with displacements $a$ and $b$, the second-order change of $1/r$ is $\tfrac12(b-a)^TG(b-a)$, where $G=\nabla\nabla(1/r)$. It contains the cross term $-a^TGb$ and the self-terms $\tfrac12a^TGa$ and $\tfrac12b^TGb$.

Adding the cross terms of the four core and shell pairs of ions $i$ and $j$ gives $-c\,p_i^TG_{ij}p_j$, with
$$p_i=X_iu_i+Y_is_i=Z_iu_i+Y_iw_i .$$
This is the ion's dipole divided by $e$.

The self-terms of a core or shell at site $i$ contain $\sum_{j\ne i}Z_jG_{ij}$, the field gradient made by all other ions. Cubic site symmetry makes it a multiple of the unit matrix. Its trace is the Laplacian of the potential of distant charges, which is zero in a neutral lattice. The self-terms therefore vanish.

For a wave, the cross terms define the Coulomb matrix
$$C^{ab}_{\kappa\kappa'}(\mathbf q)=-c\sum_{\mathbf x\neq0}e^{i\mathbf q\cdot\mathbf x}\,\partial_a\partial_b\frac1{|\mathbf x|},\qquad \mathbf x=\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa ,$$
where $\mathbf R$ runs over lattice vectors and $\boldsymbol\tau_\kappa$ is the basis position.

**Short-range part.** A bond has the longitudinal constant $A=\varphi''(r_0)$ and the transverse constant $B=\varphi'(r_0)/r_0$. For motion along axis $a$, two of the six neighbours lie along $\pm a$ and contribute $A$; the other four contribute $B$. Hence
$$R^{aa}_{11}=R^{aa}_{22}=R_0=2A+4B,$$
$$R^{aa}_{12}=-2A\cos q_ar_0-2B\sum_{b\neq a}\cos q_br_0 ,$$
and elements with $a\neq b$ vanish.

$B$ is not free. The static energy per ion pair is $-\alpha_MZ^2c/r+6\varphi(r)$, with $\alpha_M$ the Madelung constant. It is stationary at $r_0$ when $6\varphi'(r_0)=-\alpha_MZ^2c/r_0^2$, so
$$B=-\frac{\alpha_MZ^2c}{6r_0^3}.$$
For Born-Mayer repulsion, $\varphi\propto e^{-r/\rho}$, one has $\varphi''=-\varphi'/\rho$ and therefore $A=-Br_0/\rho$.

**Sum.** The short-range energy depends on $s=u+w$, the Coulomb energy on $Zu+Yw$. The forces are minus the derivatives of
$$W=\tfrac12(u+w)^TR(u+w)+\tfrac12(Zu+Yw)^TC(Zu+Yw)+\tfrac12w^TKw .$$
Collecting powers of $u$ and $w$,
$$W=\tfrac12u^T(R+ZCZ)u+u^TNw+\tfrac12w^TSw,$$
$$N=R+ZCY,\qquad S=R+K+YCY .$$

## Elimination of the shells

The kinetic energy is $\tfrac12\dot u^TM\dot u$. With $u$ and $w$ as coordinates, the equations of motion at frequency $\omega$ are
$$\omega^2Mu=(R+ZCZ)u+Nw,\qquad 0=N^Tu+Sw .$$
The second equation has no inertial term: the net force on each shell vanishes at every instant. It gives $w=-S^{-1}N^Tu$. Inserting this in the first and setting $u=M^{-1/2}\epsilon$ gives $\omega^2\epsilon=D\epsilon$ with
$$\boxed{D=M^{-1/2}\left[R+ZCZ-(R+ZCY)(R+K+YCY)^{-1}(R+YCZ)\right]M^{-1/2}}$$

Completing the square in $W$ shows what the elimination requires:
$$W=\tfrac12(w+S^{-1}N^Tu)^TS(w+S^{-1}N^Tu)+\tfrac12u^T(R+ZCZ-NS^{-1}N^T)u .$$
If $S$ is positive definite, the shells sit at the minimum of their energy for given cores. If $S$ has a negative eigenvalue, the shells are unstable even with clamped cores, and $D$ has no physical meaning although it can still be computed. An implementation should test $S$ at every wavevector; a Cholesky factorization does this and also supplies $S^{-1}N^T$.

For positive definite $S$ the subtracted matrix satisfies $x^TNS^{-1}N^Tx\ge0$ for every $x$. By the min-max principle no eigenvalue of $D$, taken in ascending order, exceeds its rigid-ion counterpart with the same $R$, $Z$ and $C$.

## Evaluating the Coulomb matrix

The sum for $C$ converges slowly, so it is split with $1/x=\mathrm{erf}(\eta x)/x+\mathrm{erfc}(\eta x)/x$. The result does not depend on $\eta$.

The first part is the potential of a unit Gaussian charge $\eta^3\pi^{-3/2}e^{-\eta^2x^2}$. By Poisson's equation its Fourier transform is $4\pi e^{-Q^2/4\eta^2}/Q^2$, and the operator $-\partial_a\partial_b$ multiplies this by $Q_aQ_b$. The lattice sum of a function times $e^{i\mathbf q\cdot\mathbf x}$ is periodic in $\mathbf d=\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa$ with the period of the lattice, and its Fourier series gives
$$\frac{4\pi c}{v}\sum_{\mathbf G}\frac{Q_aQ_b}{Q^2}e^{-Q^2/4\eta^2}e^{-i\mathbf G\cdot\mathbf d},\qquad\mathbf Q=\mathbf q+\mathbf G .$$
For $\kappa=\kappa'$ this includes the unwanted point $\mathbf x=0$. Near it, $\mathrm{erf}(\eta x)/x=(2\eta/\sqrt\pi)(1-\eta^2x^2/3+\dots)$, so $4c\eta^3\delta_{ab}/(3\sqrt\pi)$ must be subtracted.

The second part is summed directly over $\mathbf x\neq0$. With $g(r)=\mathrm{erfc}(\eta r)/r$ and $r=|\mathbf x|$, it contributes
$$-c\sum_{\mathbf x\ne0}e^{i\mathbf q\cdot\mathbf x}\left[\left(g''-\frac{g'}r\right)\frac{x_ax_b}{r^2}+\frac{g'}r\delta_{ab}\right],$$
$$g'=-\frac{\mathrm{erfc}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}r,$$
$$g''=\frac{2\,\mathrm{erfc}(\eta r)}{r^3}+\frac{4\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac1{r^2}+\eta^2\right).$$

**Long waves.** As $\mathbf q\to0$ the term $\mathbf G=0$ tends to $(4\pi c/v)\hat q_a\hat q_b$, which depends on direction. Everything else is regular. Since each sublattice has cubic symmetry about either ion, the regular part is $\lambda\delta_{ab}$. The trace of $C$ is zero for $\mathbf q\ne0$, because $\nabla^2(1/x)=0$ at every $\mathbf x\neq0$. Thus $4\pi c/v+3\lambda=0$, and for all four pairs of sublattices
$$C^{ab}_{\kappa\kappa'}\to\frac{4\pi c}{v}\left(\hat q_a\hat q_b-\tfrac13\delta_{ab}\right).$$

Let $p=p_1+p_2$ be the cell dipole divided by $e$. The force per unit charge number is $f_{\rm loc}=-(4\pi c/v)[\hat q(\hat q\cdot p)-p/3]$. The first term is the macroscopic field of the wave and the second is the Lorentz field. With $f=eE$ for the macroscopic field $E$,
$$f_{\rm loc}=f+\frac{4\pi c}{3v}p .$$
In Gaussian notation this is $E_{\rm loc}=E+4\pi P/3$. Retardation is neglected: $q$ is small compared with $1/r_0$ but large compared with $\omega$ divided by the speed of light.

## Reduced charge and polarizability

At long wavelength each Cartesian direction separates. Let $u$, $w$ and $Y$ now be two-component columns, $K=\mathrm{diag}(k_1,k_2)$, $b=(1,-1)^T$ and $U=b^Tu=u_1-u_2$. The short-range matrix is $R_0bb^T$, and the shell equation reads
$$(K+R_0bb^T)w=-R_0b\,U+Yf_{\rm loc}.$$
Define
$$h=\frac1{k_1}+\frac1{k_2},\qquad \frac1{R'}=\frac1{R_0}+h,\qquad d=b^TK^{-1}Y=\frac{Y_1}{k_1}-\frac{Y_2}{k_2}.$$
The inverse is
$$(K+R_0bb^T)^{-1}=K^{-1}-R'K^{-1}bb^TK^{-1}.$$
Multiplying the right side by $K+R_0bb^T$ gives $1+(R_0-R'-R_0R'h)\,bb^TK^{-1}$, and the bracket vanishes because $R'(1+R_0h)=R_0$. The same relation gives $1-R'h=R'/R_0$, so the inverse acting on $b$ is $(R'/R_0)K^{-1}b$. Therefore
$$w=-R'K^{-1}b\,U+(K^{-1}Y-R'd\,K^{-1}b)f_{\rm loc}.$$
The cell dipole $p=ZU+Y^Tw$ becomes
$$p=Z^*U+\frac{\alpha}{c}f_{\rm loc},$$
$$\boxed{Z^*=Z-R'\left(\frac{Y_1}{k_1}-\frac{Y_2}{k_2}\right)},\qquad\boxed{\alpha=c\left(\frac{Y_1^2}{k_1}+\frac{Y_2^2}{k_2}-R'd^2\right)}$$
$Z^*$ is the reduced, or Szigeti, charge: the dipole per relative displacement at zero local field. $\alpha$ is the electronic polarizability volume of an ion pair. The factor $1/c$ appears because a dipole $ep=4\pi\varepsilon_0\alpha E_{\rm loc}$ means $p=\alpha f_{\rm loc}/c$.

**Single ions.** A free ion has polarizability $cY_\kappa^2/k_\kappa$. In the crystal the repulsion couples the shells, and the polarizability of one ion depends on what its neighbours do. If both sublattices feel the same local field at $U=0$, the dipoles $Y_\kappa w_\kappa$ define
$$\tilde\alpha_1=\frac{cY_1}{k_1}(Y_1-R'd),\qquad\tilde\alpha_2=\frac{cY_2}{k_2}(Y_2+R'd),$$
with $\tilde\alpha_1+\tilde\alpha_2=\alpha$. The coupling cannot raise the sum, since $R'd^2\ge0$ for $R_0>0$, but it can raise one of the two.

**Origin of the charge reduction.** Let the cation move forward relative to the anion, $U>0$. At zero local field the shells respond with $w_1=-R'U/k_1$ and $w_2=+R'U/k_2$. A negative anion shell moves forward and reduces the dipole $ZU$; a negative cation shell lags and increases it. With both shells negative, $Z^*<Z$ holds when $|Y_2|/k_2>|Y_1|/k_1$, that is when $d>0$; the model does not enforce this sign.

If the same repulsion acted between cores, the shell equation would be $Kw=Yf_{\rm loc}$. Then $Z^*=Z$ and the free-ion polarizabilities would add. The same values follow from the formulas as $R_0\to0$. For stiff springs at fixed $Y$, $Z^*\to Z$ and $\alpha\to0$.

**Restoring force.** The force on the whole cation is $-R_0(U+b^Tw)+Zf_{\rm loc}$, and that on the anion is its negative. From the solution for $w$, $b^Tw=-R'hU+(R'/R_0)d\,f_{\rm loc}$. With $\mu=M_1M_2/(M_1+M_2)$,
$$\mu\ddot U=-R'U+Z^*f_{\rm loc}.$$
The springs $R_0$, $k_1$ and $k_2$ act in series, and the charge that measures the dipole also measures the force. In a static field $U=Z^*f_{\rm loc}/R'$, so ionic displacement adds $cZ^{*2}/R'$ to $\alpha$.

## Dielectric constants and optical modes

Put $x=4\pi\alpha/3v$ and $y=4\pi cZ^{*2}/(3vR')$.

With clamped cores, $p=(\alpha/c)f/(1-x)$. Since $\varepsilon=1+4\pi cp/(vf)$,
$$\varepsilon_\infty=\frac{1+2x}{1-x},\qquad\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}=x,\qquad\frac1{1-x}=\frac{\varepsilon_\infty+2}3 .$$
With free cores $x$ is replaced by $x+y$, giving $\varepsilon_0=(1+2x+2y)/(1-x-y)$.

At zero macroscopic field the dipole per displacement is the Born charge,
$$Z_B=\frac{Z^*}{1-x}=Z^*\frac{\varepsilon_\infty+2}3 .$$

A transverse wave has $f=0$, so $f_{\rm loc}=(4\pi c/3v)Z^*U/(1-x)$ and
$$\mu\omega_{TO}^2=R'-\frac{4\pi c}{9v}Z^{*2}(\varepsilon_\infty+2)=R'\,\frac{1-x-y}{1-x}.$$

A longitudinal wave has $f=-(4\pi c/v)p$, so $f_{\rm loc}=-(8\pi c/3v)p$ and $p=Z^*U-2xp$, which gives $p=Z^*U/(1+2x)$. Since $1+2x=3\varepsilon_\infty/(\varepsilon_\infty+2)$,
$$\mu\omega_{LO}^2=R'+\frac{8\pi c}{9v}Z^{*2}\frac{\varepsilon_\infty+2}{\varepsilon_\infty}=R'\,\frac{1+2x+2y}{1+2x}.$$
The ratio is the Lyddane-Sachs-Teller relation, $\omega_{LO}^2/\omega_{TO}^2=\varepsilon_0/\varepsilon_\infty$.

The transverse mode becomes unstable when $x+y$ reaches 1, which happens before the long-wave electronic instability at $x=1$ if $Z^*\neq0$. The condition $x<1$ concerns long waves only; $S$ can lose positive definiteness at a zone-boundary wavevector while $x<1$. With the $R$ and $C$ of the example below, $k_1=30$ and $k_2=40$ eV/Å$^2$, and equal negative shell charges of growing magnitude, $S$ first fails at $\mathbf q=(\pi/r_0)(1,0,0)$, at $x\approx0.76$. Likewise $x+y<1$ does not ensure a stable lattice. If both shell charges of the example are scaled by a common factor at fixed $Z$, a mode at this wavevector becomes unstable at a factor of about 1.3, and the transverse optical mode only at about 1.5.

At $\mathbf q=0$ the numerical matrix needs a choice. Omitting the term $\mathbf Q=0$ sets the macroscopic field to zero and gives three modes at $\omega_{TO}$. Keeping its limit along a direction $\hat q$ gives two at $\omega_{TO}$ and one at $\omega_{LO}$.

## Worked example

The parameters are round model values: $r_0=2.8$ Å, $\rho=0.30$ Å, $Z=1$, $Y_1=-2$, $Y_2=-2.5$, $k_1=120$ and $k_2=30$ eV/Å$^2$, $M_1=25$ u and $M_2=35$ u. Then $v=43.904$ Å$^3$ and $\mu=14.583$ u. With $c=14.40$ eV Å and $\alpha_M=1.7476$, in eV/Å$^2$,
$$B=-\frac{1.7476\times14.40}{6\times2.8^3}=-0.1911,\qquad A=0.1911\times\frac{2.8}{0.30}=1.783,$$
$$R_0=2A+4B=2.802,\qquad R'=\left(\frac1{2.802}+\frac1{120}+\frac1{30}\right)^{-1}=2.509 .$$
Here $d=-2/120+2.5/30=0.0667$ Å$^2$/eV, and
$$Z^*=1+0.042-0.209=0.833 .$$
The positive correction comes from the cation shell, the negative one from the anion shell.

The free-ion polarizabilities are 0.480 and 3.000 Å$^3$. The coupling removes $cR'd^2=0.161$ Å$^3$ from their sum:
$$\alpha=3.480-0.161=3.319\ \text{Å}^3 .$$
The in-crystal values are $\tilde\alpha_1=0.520$ and $\tilde\alpha_2=2.799$ Å$^3$. The cation value rises because the anion shell, which moves further in the field, drags the cation shell with it. Ionic displacement contributes $14.40\times0.833^2/2.509=3.98$ Å$^3$.

These give $x=0.317$ and $x+y=0.696$, hence $\varepsilon_\infty=2.39$, $\varepsilon_0=7.88$ and $Z_B=0.833\times4.39/3=1.219$. The Born charge exceeds the nominal charge although $Z^*$ is below it, because $Z_B$ includes the response to the Lorentz field.

For the optical modes, $(4\pi c/9v)Z^{*2}(\varepsilon_\infty+2)=1.394$ eV/Å$^2$, so
$$\mu\omega_{TO}^2=2.509-1.394=1.115,\qquad\mu\omega_{LO}^2=2.509+\frac{2\times1.394}{2.390}=3.676$$
in eV/Å$^2$. Since $\sqrt{1\ \text{eV Å}^{-2}\text{u}^{-1}}/2\pi=15.63$ THz, the frequencies are 4.32 and 7.85 THz. Their squared ratio, 3.30, equals $\varepsilon_0/\varepsilon_\infty$.

Diagonalizing $D$, with $C$ from the Ewald sums, gives these frequencies in THz. The rigid-ion values use the same $R$, $Z$ and $C$; a superscript 2 marks a degenerate pair.

| Point | Shell model | Rigid ions |
|---|---|---|
| $\Gamma$, optical | 4.32², 7.85 | 4.89², 9.64 |
| X | 2.42², 4.05, 4.45², 4.86 | 2.82², 5.20², 5.26, 6.57 |
| L | 3.36², 3.69², 4.99, 7.09 | 3.36², 3.98², 6.01, 7.11 |

Here X is $(\pi/r_0)(1,0,0)$ and L is $(\pi/2r_0)(1,1,1)$.

At L two of the levels hardly change. Unlike ions are separated by $r_0(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ odd. The phase factor $\cos[\pi(n_1+n_2+n_3)/2]$ is then zero, so $R_{12}=C_{12}=0$ and the sublattices decouple. For an eigenvalue $C_L$ of $C_{\kappa\kappa}$,
$$M_\kappa\omega^2=R_0+Z^2C_L-\frac{(R_0+Z_\kappa Y_\kappa C_L)^2}{R_0+k_\kappa+Y_\kappa^2C_L}.$$
The rigid-ion frequencies give $C_L=2.37$ eV/Å$^2$ for longitudinal and $-1.19$ eV/Å$^2$ for transverse motion. For the transverse anion mode the coupling $R_0+2.5\,C_L$ is $-0.16$ eV/Å$^2$: the repulsion and the Coulomb force on the shell nearly cancel, and the pair at 3.36 THz stays put. For the longitudinal anion mode they add to 8.73 eV/Å$^2$, and the frequency falls from 6.01 to 4.99 THz. The longitudinal cation mode at 7.1 THz changes little because its coupling, $-1.94$ eV/Å$^2$, is small and its spring is stiff.

The effect of a small shell mass can be found by moving a fraction of each $M_\kappa$ from core to shell and solving the full twelve-dimensional eigenproblem. At $\mathbf q=(0.31,0.17,0.08)$ Å$^{-1}$, a fraction $10^{-3}$ changes $\omega^2$ by $2.5\times10^{-4}$ of its massless-shell value for the most affected of the six lattice modes. A fraction $10^{-4}$ gives $2.5\times10^{-5}$, in line with a correction of first order in the shell mass.
